# Electron density at an abrupt n-plus to n doping step

## The situation

An insulated-gate bipolar transistor, a power switch, can contain a thin n-type buffer layer against a much thicker, much more lightly doped n-type drift layer. Electrons diffuse from the buffer into the drift layer and leave positive donors behind. The resulting electric field pulls them back until equilibrium is reached. Far from the interface the electron density equals the local doping, which may differ by a factor of a thousand between the two layers. At the interface it must take some value in between. In the model below that value has a closed form, and it approaches the heavier doping divided by $e=2.718\ldots$ as the lighter doping is reduced.

Let the donor density be $N_1$ for $x<0$ and $N_2<N_1$ for $x>0$, with $r=N_1/N_2$. The electrostatic potential is $\phi$, the field is $E=-d\phi/dx$, and $q>0$ is the elementary charge. An electron has potential energy $-q\phi$.

The model assumes equilibrium, Boltzmann electrons, fully ionized donors treated as a smooth charge, negligible holes, and the same permittivity $\varepsilon$ and band structure on both sides. There is no sheet charge at $x=0$. Each layer is thick enough to contain a neutral, field-free bulk.

In equilibrium the Fermi level is constant, so the electron density $n$ follows the potential:

$$n=N_1e^{u},\qquad u=\frac{q(\phi-\phi_1)}{kT}, \tag{1}$$

where $\phi_1$ is the potential of the heavy bulk. There $u=0$ and $n=N_1$. In the light bulk $n=N_2$, so $u=-\ln r$. The density sought is $n_0=n(0)$.

## First derivation: integrating Poisson's equation

The charge density is $q(N-n)$, where $N$ is the local doping. Poisson's equation is

$$\varepsilon\frac{d^2\phi}{dx^2}=q(n-N).$$

Since $d\phi=(kT/q)\,du$, this becomes

$$\frac{\varepsilon kT}{q^2}\,u''=n-N. \tag{2}$$

On one side of the step $N$ is constant. Multiply (2) by $u'$. The left side becomes the derivative of $(\varepsilon kT/2q^2)u'^2$. On the right, $n'=nu'$ by (1), so $nu'-Nu'=(n-Nu)'$. Integrate from the neutral bulk of that side, where $u'=0$ and $n=N$. The change of $u$ from there is $\ln(n/N)$, hence

$$\frac{\varepsilon kT}{2q^2}u'^2=n-N-N\ln\frac nN.$$

Because $E=-(kT/q)u'$, multiplication by $kT$ gives

$$\frac{\varepsilon E^2}{2}=kT\left[n-N-N\ln\frac nN\right]. \tag{3}$$

The bracket has derivative $1-N/n$ with respect to $n$. It therefore has its minimum, zero, at $n=N$ and is positive elsewhere, as a squared field requires. The field vanishes at no finite $x$. By (3) it could do so only where $n=N$, and (2) would then keep $n=N$ throughout that layer up to the step, where the other layer's version of (3) demands a nonzero field. So $n$ falls steadily from $N_1$ to $N_2$. Then $u'<0$ and $E>0$: the field points from the depleted donors towards the light side.

At $x=0$ the potential is continuous, and by (1) so is $n$. With uniform permittivity and no sheet charge, $E$ is continuous too. The two versions of (3) must agree at $n=n_0$:

$$n_0-N_1-N_1\ln\frac{n_0}{N_1}=n_0-N_2-N_2\ln\frac{n_0}{N_2}.$$

The isolated $n_0$ cancels. Expanding the logarithms and collecting those of $n_0$ gives

$$(N_1-N_2)\ln n_0=N_1\ln N_1-N_2\ln N_2-(N_1-N_2). \tag{4}$$

Densities inside logarithms are measured in a common unit, whose choice drops out. To simplify, write $N_1\ln N_1=(N_1-N_2)\ln N_1+N_2\ln N_1$ and divide by $N_1-N_2$:

$$\ln n_0=\ln N_1-1+\frac{N_2}{N_1-N_2}\ln\frac{N_1}{N_2}.$$

Since $N_2/(N_1-N_2)=1/(r-1)$,

$$\boxed{\,n_0=\frac{N_1}{e}\,r^{1/(r-1)}\,} \tag{5}$$

Temperature and permittivity have dropped out. They set the width of the transition and its field, but not this density.

## The limits

The logarithm of the last factor in (5) is

$$\frac{\ln r}{r-1}=\frac1{r-1}\int_1^r\frac{dt}{t},$$

the mean of $1/t$ over the interval from 1 to $r$. It is positive and decreases as $r$ grows, because smaller values enter the mean. It tends to 1 for $r\to1$ and to 0 for $r\to\infty$. Thus $n_0\to N_1$ when the step disappears, and $n_0\to N_1/e$ from above when the light doping is reduced at fixed $N_1$. For large $r$ the relative excess over $N_1/e$ is $\ln r/r$ to leading order.

The approach is slow at moderate ratios. The excess over $N_1/e$ is 29% for $r=10$, 4.8% for $r=100$ and 0.69% for $r=1000$. A direct numerical solution of Poisson's equation, made without the first integral (3), gives $n_0/N_1=0.47513$, $0.38540$ and $0.37043$ for these ratios, in agreement with (5) to all digits shown.

## Second derivation: a balance of forces

The same result follows from forces on the whole structure, without solving for the field at the step. The electron gas has pressure $p=nkT$. Differentiating (1) gives

$$\frac{dp}{dx}=kT\,n\,u'=qn\frac{d\phi}{dx}=-qnE. \tag{6}$$

The pressure gradient balances the electric force on the electrons. Integrated from the heavy bulk to the light bulk, (6) gives

$$\int qnE\,dx=kT(N_1-N_2). \tag{7}$$

Next consider the force on all charge, donors and electrons together. Gauss's law is $\varepsilon\,dE/dx=q(N-n)$, so

$$\int q(N-n)E\,dx=\int\varepsilon E\frac{dE}{dx}\,dx=\left[\frac{\varepsilon E^2}{2}\right]_{\rm heavy\ bulk}^{\rm light\ bulk}=0.$$

The charges exert no net force on themselves. The field therefore pushes the donors towards $+x$ with the same force per area that it exerts on the electrons towards $-x$:

$$\int qNE\,dx=kT(N_1-N_2). \tag{8}$$

The left side needs only potential differences, because $N$ is constant on each side. With $\phi_0=\phi(0)$ and $\phi_2$ the light-bulk potential,

$$\int qNE\,dx=qN_1(\phi_1-\phi_0)+qN_2(\phi_0-\phi_2).$$

By (1), $q(\phi_1-\phi_0)=kT\ln(N_1/n_0)$ and $q(\phi_0-\phi_2)=kT\ln(n_0/N_2)$. Division by $kT$ turns (8) into

$$N_1\ln\frac{N_1}{n_0}+N_2\ln\frac{n_0}{N_2}=N_1-N_2. \tag{9}$$

Collecting $\ln n_0$ reproduces (4), and with it (5).

This route shows where $e$ comes from. As $N_2\to0$, the second term of (9) vanishes, since $N_2\ln N_2\to0$. What remains is

$$qN_1(\phi_1-\phi_0)=N_1kT.$$

The force on the heavy side's donors has to hold the full pressure $N_1kT$ of its electron gas. The potential drop on that side is therefore $kT/q$, and one thermal voltage reduces a Boltzmann density by the factor $e$. All further band bending lies on the light side.

## What each derivation assumes

Both routes use Boltzmann statistics, a constant Fermi level and field-free ends. They differ in what they need between the ends.

The first needs constant doping right up to the step, because only then can $Nu'$ be integrated on each side separately. In return it gives the field at every density through (3). It also adapts directly to unequal permittivities: the displacement $\varepsilon E$ is then continuous, so the brackets in (3), each multiplied by its own permittivity, are equal. The isolated $n_0$ no longer cancels and (5) fails. In the force picture, the missing piece is the force on the dielectric interface.

The second needs no constant doping to reach (8). Suppose the doping falls smoothly from $N_1$ to $N_2$. Since $qE=-kT\,d(\ln n)/dx$, (8) reads

$$-\int N\frac{d\ln n}{dx}\,dx=N_1-N_2.$$

Integration by parts, with $n=N$ at both ends, gives

$$\int\left(-\frac{dN}{dx}\right)\ln n\,dx=N_1\ln N_1-N_2\ln N_2-(N_1-N_2). \tag{10}$$

The right side is that of (4). Thus the average of $\ln n$, weighted by the doping gradient, is the same for every such profile. For an abrupt step all the weight sits at $x=0$, and (10) returns $n_0$. For a very gradual profile $n\approx N$, and (10) becomes the average of $\ln N$ over dopings between $N_2$ and $N_1$. Equation (5) is therefore also the exponential of that average, which shows again that $N_2<n_0<N_1$. What grading does change is the density at a chosen position.

## How thick and how pure must the light side be?

The Debye length of a layer with doping $N$ is $L=\sqrt{\varepsilon kT/(q^2N)}$; call the two values $L_1$ and $L_2$. As $N_2\to0$, $L_2$ grows without bound, so a real layer eventually ceases to have a neutral bulk. This spoils the derivation of (5), but not necessarily the limit $N_1/e$.

Take an undoped layer of thickness $d$ whose far end has zero field and density $n_d$. Integrating (2) from that end with $N=0$ gives $\varepsilon E^2/2=kT(n-n_d)$. Equating this to the heavy-side expression at the step,

$$n_0-n_d=n_0-N_1-N_1\ln\frac{n_0}{N_1},$$

so that

$$n_0=\frac{N_1}{e}\,e^{n_d/N_1}.$$

The density in the layer is

$$n=\frac{n_d}{\cos^2[\kappa(d-x)]},\qquad \kappa=\frac1{L_1}\sqrt{\frac{n_d}{2N_1}}.$$

Indeed $u=\ln(n/N_1)$ then has $u''=2\kappa^2/\cos^2[\kappa(d-x)]=n/(N_1L_1^2)$, as (2) requires, and zero slope at $x=d$. The density must be finite throughout the layer, so $\kappa d<\pi/2$, or $n_d/N_1<\pi^2L_1^2/(2d^2)$. The limit $N_1/e$ thus survives if the undoped layer is much thicker than $L_1$, the short Debye length.

Let $p$ now denote the hole density, $p=n_i^2/n$, with $n_i$ the intrinsic density. Holes add a pressure $kTp$. The total-force argument then gives, with bulk densities $n_1,p_1,n_2,p_2$,

$$N_1\ln\frac{n_1}{n_0}+N_2\ln\frac{n_0}{n_2}=n_1+p_1-n_2-p_2. \tag{11}$$

For a thick intrinsic light side, $N_2=0$ and $n_2=p_2=n_i$. If $n_i\ll N_1$, then $n_1\approx N_1$ and $p_1$ is of second order in $n_i/N_1$, so $n_0\approx(N_1/e)e^{2n_i/N_1}$. Again $N_1/e$ is approached.

## A buffer and drift layer in silicon

Take $N_1=10^{17}$ cm⁻³, $N_2=10^{14}$ cm⁻³, $T=300$ K and relative permittivity 11.7, with a 10 µm buffer and a 100 µm drift layer. These are rough values for a high-voltage transistor with a rather heavily doped buffer. The thermal voltage is $kT/q=25.85$ mV. The Debye lengths are 12.9 nm and 409 nm, so the layers are 773 and 245 of their own Debye lengths thick.

With $r=1000$,

$$r^{1/(r-1)}=\exp\left(\frac{6.908}{999}\right)=1.0069,$$

$$n_0=(3.679\times10^{16})(1.0069)=3.704\times10^{16}\ \text{cm}^{-3}.$$

In SI units this is $3.704\times10^{22}$ m⁻³. The heavy side bends by $25.85\times\ln(1/0.3704)=25.7$ mV, close to one thermal voltage. The total is $25.85\times\ln1000=178.6$ mV, which leaves 152.9 mV for the light side.

For the field, insert $\varepsilon kT=q^2N_1L_1^2$ into (3) and write $y=n_0/N_1$:

$$E_0=\frac{kT}{qL_1}\sqrt{2(y-1-\ln y)}.$$

Here the root is $\sqrt{2(0.3704-1+0.9931)}=0.853$, and $25.85\ \text{mV}/12.93\ \text{nm}=0.0200$ MV/cm. The field is 0.017 MV/cm, about 6% of a rough breakdown field of 0.3 MV/cm.

The density tail on the light side can be read from (3). Where $n\gg N_2$, the right side is nearly $nkT$, so $u'=-\sqrt{2n/N_1}/L_1$. Then

$$\frac{d}{dx}n^{-1/2}=-\frac12n^{-1/2}u'=\frac1{L_1\sqrt{2N_1}},$$

$$n\approx\frac{n_0}{\left[1+(x/L_1)\sqrt{n_0/2N_1}\right]^2}.$$

At 20 nm this gives $1.34\times10^{16}$ cm⁻³, against $1.35\times10^{16}$ from the full solution. At 100 nm it gives $1.98\times10^{15}$ against $2.14\times10^{15}$, as the light doping begins to matter. At 1 µm the full density is $1.24\times10^{14}$, still 24% above the bulk value.

## What a real layer changes

The assumption broken most strongly is abruptness. Diffusion during growth and processing can spread the doping over far more than the 13 nm Debye length. For $N=N_2+\frac12(N_1-N_2)\,\mathrm{erfc}(x/w)$, the density at $x=0$ is $0.372N_1$ for $w=5$ nm, $0.392N_1$ for 20 nm and $0.478N_1$ for 100 nm. The last is 29% above the abrupt result and near the local doping of $0.5005N_1$. The average in (10) is nevertheless unchanged. Formula (5) as a density at a position is good to 0.5% at $w=5$ nm and to 3% at $w=L_1$, and fails for $w\gg L_1$. A buffer graded over $w=1$ µm has $n(0)=0.500N_1$, practically the local doping.

The remaining corrections are given relative to (5), with an abrupt step.

**Donor discreteness and correlation.** A cube of side $L_1$ contains on average 0.22 donors, so a smooth donor charge is not a controlled approximation here. A rough size follows from linear screening. A screened charge has potential $qe^{-R/L_1}/(4\pi\varepsilon R)$ at distance $R$. Removing the bare Coulomb part leaves $-q/(4\pi\varepsilon L_1)$ at $R=0$, and the factor one half for building up the charge gives an energy $-q^2/(8\pi\varepsilon L_1)=-4.76$ meV. Suppose this lowers the conduction band rigidly on the heavy side alone. With $\delta=4.76/25.85=0.184$, the densities just left and right of the step obey $n_-=n_+e^\delta$. Equality of the fields in (3) for $N_2\to0$ then reads

$$n_--N_1-N_1\ln\frac{n_-}{N_1}=n_-e^{-\delta}.$$

At the actual $N_2$ the shifts are $+7\%$ on the left and $-11\%$ on the right. These figures depend on where the shift is placed. If it instead follows the local electron density as $\delta\,kT\sqrt{n/N_1}$ on both sides, $n_0$ changes by only $-1\%$ and has no jump. Adding the energy of screening the fixed donors, proportional to $N\sqrt n$ per volume, gives $+7\%$ and $-8\%$. The estimate shows that changes of up to about 10% are possible; it is not a corrected prediction.

**Incomplete ionization.** With a rough donor depth of 45 meV and a simple occupation law, 96.2% of the donors in the heavy bulk are ionized, and $n_0$ falls by 2.5%. This is less than the 3.8% lost in the bulk. For $N_2\to0$ the force on the ionized donors must hold the bulk pressure $n_1kT$, where $n_1$ is the electron density of the heavy bulk. Near the step the electron density is lower and more donors are ionized than in the bulk, so a potential drop below $kT/q$ suffices, and $n_0$ exceeds $n_1/e$. These figures are for 300 K. With the same law $n_0$ falls by 5.6% at 233 K and by 1.1% at 400 K, so temperature enters through ionization although it is absent from (5).

**Degeneracy.** Let $N_c$ be the effective density of states of the conduction band, $2.74\times10^{19}$ cm⁻³ here. To first order in $n/N_c$, Fermi–Dirac statistics give

$$\frac{E_F-E_c}{kT}=\ln\frac n{N_c}+\frac n{2^{3/2}N_c},\qquad \frac p{nkT}=1+\frac n{2^{5/2}N_c},$$

where $p$ is again the electron pressure. For $N_2\to0$ the heavy-side drop must satisfy $q(\phi_1-\phi_0)=p_1/N_1$, with $p_1$ the heavy-bulk value:

$$\ln\frac{N_1}{n_0}+\frac{N_1-n_0}{2^{3/2}N_c}=1+\frac{N_1}{2^{5/2}N_c}.$$

Setting $n_0=N_1/e$ in the small term gives

$$\ln\frac{n_0}{N_1}=-1+\frac{N_1}{2^{5/2}N_c}\left(1-\frac2e\right).$$

The correction is $+0.017\%$ for $N_1=10^{17}$ cm⁻³. At $10^{19}$ cm⁻³ it predicts $+1.7\%$, while the full statistics give $+1.6\%$. This isolates the effect of statistics in a rigid band; in real silicon at that doping the donor levels have merged with the band, and band-gap narrowing, not included here, must be added. The larger bulk pressure lowers $n_0$, but the weaker response of density to potential more than compensates.

**Temperature and holes.** At 400 K rough masses and a rough gap give an intrinsic density of $4.75\times10^{12}$ cm⁻³; an empirical fit for silicon gives about $5.5\times10^{12}$ cm⁻³. For $n_i\ll N_2$, put $n_2=N_2+p_2$ with $p_2\approx n_i^2/N_2$ into (11). The logarithm contributes $-p_2$ to $(N_1-N_2)\ln n_0$ and the pressure contributes $+2p_2$. The relative change due to holes is thus about $p_2/N_1=2.3\times10^{-6}$, or $3\times10^{-6}$ with the larger $n_i$. At 450 K it is about $2\times10^{-4}$, still negligible.

**Quantum smearing.** A thermal electron of mass $m$ samples the potential over a length of about $\hbar/\sqrt{12mkT}$. For the lightest conduction-electron mass in silicon, roughly 0.19 free-electron masses, the square of this length divided by $L_1^2$ is 0.8%. This is the expansion parameter; the correction itself is smaller. The force balance (8) still fixes $\phi_0$, and solving the Schrödinger equation in the classical potential raises $n_0$ by 0.15% for mass 0.19 and by 0.03% for mass 0.92. For a step normal to [100], where four valleys have the light mass and two the heavy one along $x$, the change is about $+0.1\%$.

These figures describe equilibrium. When the transistor blocks a voltage, the drift layer is depleted from its far end. The depleted region reaches the step at about $qN_2d^2/2\varepsilon\approx770$ V for the drift thickness $d=100$ µm used above. Below that voltage a neutral part remains next to the step. With leakage current and holes neglected, $n_0$ then stays at (5), within 0.01% up to 750 V. Above it the light side has no field-free bulk, and $n_0$ falls to 0.99 of (5) at 800 V and to 0.52 at 1000 V. When the transistor conducts, injected holes and electrons can far exceed $N_2$, and the common equilibrium on which (5) rests is absent.

## Table of computed values

```
Step density n0/N1: r, Poisson solution, closed form, e*n0/N1
          2  0.73576  0.73576  2.00000
         10  0.47513  0.47513  1.29155
        100  0.38540  0.38540  1.04762
       1000  0.37043  0.37043  1.00694
    1000000  0.36788  0.36788  1.00001
Temperature 300 K, relative permittivity 11.7
N1 = 1.0e+17 cm^-3, N2 = 1.0e+14 cm^-3, r = 1000
Thermal voltage kT/q = 25.852 mV
Debye lengths: heavy 12.93 nm, light 408.8 nm
Layer/Debye length: buffer 773, drift 245
Step density n0 = 3.7043e+16 cm^-3
Limit N1/e = 3.6788e+16 cm^-3
Excess of n0 over N1/e = 0.694 %
Leading estimate ln(r)/r = 0.691 %
Band bending: heavy 25.67 mV, light 152.91 mV
Total band bending = 178.58 mV
Field at the step = 0.01705 MV/cm
Poisson profile: x in nm, n in cm^-3
      -40  9.487e+16
      -20  7.869e+16
        0  3.704e+16
       20  1.352e+16
      100  2.137e+15
     1000  1.237e+14
Neglected effects: change of n0 against the closed form
  conduction-band density Nc = 2.744e+19 cm^-3
  degeneracy, N1=1e17 cm^-3: +0.017 %
  degeneracy, N1=1e19 cm^-3: +1.63 %
  ionized donors in heavy bulk: 96.16 %
  incomplete ionization: -2.48 %
  intrinsic density at 400 K: 4.75e+12 cm^-3
  holes at 400 K: +2.3e-04 %
  many-body band shift, rough: 4.76 meV
  its effect: +6.9 % at 0-, -11.1 % at 0+
  quantum correction, scale: 0.77 %
  step field/rough breakdown field: 0.057
  donors per cubic Debye length: 0.216
Graded doping: erfc half-width in nm, n(0)/N1
      5  0.3722
     20  0.3917
    100  0.4784
  local doping at x=0, over N1: 0.5005
```
